\section*{Exchange Error from Omitting the Coulomb Singularity in Periodic Insulators, part 2}

In a crystal with a gap, the exact-exchange energy summed over a $k$-point mesh has an infinite term at momentum transfer $\mathbf Q=0$. We ask what error results from leaving it out. Hartree atomic units are used, energies are per primitive cell, and the orbitals are held fixed while the mesh changes.

The truncated energy is $E_{\rm omit}=-V^{-1}{\sum_{\mathbf Q}}'(4\pi/Q^2)F_N(\mathbf Q)$, where the prime excludes $\mathbf Q=0$ and $F_N$ is the sum of squared pair-density amplitudes divided by $N_k$, with $F_N(0)=n$. The infinite-crystal limit is $E_x=-\int h(\mathbf s)/s\,d^3s$, where $h$ is the exchange hole of one spin, summed over the electrons of that spin in a cell, at separation $\mathbf s$. The omission replaces $1/s$ by $v(\mathbf s)=V^{-1}{\sum_{\mathbf Q}}'(4\pi/Q^2)e^{i\mathbf Q\cdot\mathbf s}$. Near the origin $v-1/s$ equals $\xi+2\pi s^2/(3V)+\sum_{ab}D_{ab}s_as_b$ plus quartic terms, with $\sum_aD_{aa}=0$. With $\langle\cdots\rangle$ the average over $h/n$, and for a supercell of fixed shape,
\begin{equation}
E_{\rm omit}-E_x=-n\xi-\frac{2\pi n\langle s^2\rangle}{3V}
-n\sum_{ab}D_{ab}\langle s_as_b\rangle+O(V^{-5/3}).
\label{eq:main}
\end{equation}

The one-spin density matrix $\gamma_N$ of the mesh, whose offset is $\mathbf k_0$, is built from displaced copies of the infinite-crystal $\gamma$, which decays exponentially because of the gap:
\begin{equation}
\gamma_N(\mathbf r,\mathbf r')=\sum_{\mathbf L}e^{i\mathbf k_0\cdot\mathbf L}\,\gamma(\mathbf r,\mathbf r'+\mathbf L).
\label{eq:fold}
\end{equation}

A rough estimate of the missing piece integrates the Coulomb interaction over a sphere of radius $Q_c=(6\pi^2/V)^{1/3}$, whose volume is that of one mesh point's share of reciprocal space:
\begin{equation}
\frac{1}{8\pi^3}\int_{Q<Q_c}\frac{4\pi}{Q^2}\,d^3Q
=\frac{1}{8\pi^3}\,(4\pi)(4\pi)\,Q_c=\frac{2Q_c}{\pi}\approx\frac{2.48}{V^{1/3}} .
\label{eq:rough}
\end{equation}
It gives the right power of $V$ but not the right coefficient.

\section{The Madelung coefficient and its consequences}

The crystal has $n$ doubly occupied bands, $N_e=2n$ electrons per primitive cell of volume $\Omega$, and a gap. A uniform mesh of $N_k$ points belongs to a supercell of volume $V=N_k\Omega$ with translations $\mathbf L$ and reciprocal vectors $\mathbf Q$. Leaving out $\mathbf Q=0$ replaces the interaction $1/s$ by the potential $v(\mathbf s)$ of a lattice of unit charges in a neutralizing background, with zero average. The Madelung potential $\xi$ is the value of $v-1/s$ at the origin. The exchange hole $h(\mathbf s)$ integrates to $n$ and has mean square separation $\langle s^2\rangle$. With fixed orbitals, the energy per cell obeys \eqref{eq:main}: its error is $-n\xi$ plus terms of order $1/V$.

The size dependence of $\xi$ follows from the sum that defines $v$. Stretch the supercell by a factor $\lambda$ in all directions and stretch $\mathbf s$ with it. The phases $\mathbf Q\cdot\mathbf s$ do not change, $1/Q^2$ grows by $\lambda^2$, and $1/V$ shrinks by $\lambda^{3}$. The potential thus scales as $1/\lambda$, as does $1/s$, and so does $\xi$. For a given shape one can write
\begin{equation}
\xi=-\frac{C}{V^{1/3}},
\label{eq:C}
\end{equation}
with a number $C$, the Madelung constant, that depends on the shape alone. Inserting $V=N_k\Omega$ gives
\begin{equation}
E_{\rm omit}-E_x=\frac{N_e}{2}\,\frac{C}{\Omega^{1/3}}\,N_k^{-1/3}+O(N_k^{-1}).
\label{eq:law}
\end{equation}
This is the slow decay, with its coefficient. The details of the orbitals do not enter the leading term. The hole is much smaller than the supercell, so it sees the potential of the images as a constant, and its total charge is fixed.

The sum for $v$ converges poorly, and Ewald's division of the interaction gives $\xi$ in a usable form. A normalized Gaussian charge $(\eta^3/\pi^{3/2})e^{-\eta^2s^2}$ has the Fourier transform $e^{-Q^2/4\eta^2}$ and the potential $\mathrm{erf}(\eta s)/s$. Accordingly, write
\begin{equation}
\frac{4\pi}{Q^2}=\frac{4\pi}{Q^2}e^{-Q^2/4\eta^2}+\frac{4\pi}{Q^2}\left(1-e^{-Q^2/4\eta^2}\right).
\label{eq:split}
\end{equation}
The second part is the transform of $\mathrm{erfc}(\eta s)/s$. It tends to $\pi/\eta^2$ as $Q\to0$. Its sum over all $\mathbf Q$, including zero, equals a sum over the supercell lattice in real space, and the zero term must then be taken away again:
\begin{equation}
v(\mathbf s)=\frac{4\pi}{V}{\sum_{\mathbf Q}}'\frac{e^{-Q^2/4\eta^2}}{Q^2}\cos(\mathbf Q\cdot\mathbf s)
+\sum_{\mathbf L}\frac{\mathrm{erfc}(\eta|\mathbf s-\mathbf L|)}{|\mathbf s-\mathbf L|}-\frac{\pi}{\eta^2V}.
\label{eq:ewaldv}
\end{equation}
Subtract $1/s$ and let $s\to0$. The term $\mathbf L=0$ becomes $-\mathrm{erf}(\eta s)/s$, which tends to $-2\eta/\sqrt\pi$. Hence
\begin{equation}
\xi=\frac{4\pi}{V}{\sum_{\mathbf Q}}'\frac{e^{-Q^2/4\eta^2}}{Q^2}
+\sum_{\mathbf L\neq0}\frac{\mathrm{erfc}(\eta L)}{L}-\frac{\pi}{\eta^2V}-\frac{2\eta}{\sqrt\pi}.
\label{eq:ewald}
\end{equation}
The parameter $\eta$ divides the work between the two sums and does not affect the result. For a cubic supercell \eqref{eq:ewald} gives $C=2.8373$. A direct sum over neutral cubes, each with a point charge at its centre, gives the same value to the digits shown, once the average potential of that arrangement has been subtracted. The rough estimate \eqref{eq:rough} had $2.48$ in place of this number.

For a cubic supercell $C$ is positive and $\xi$ negative. The interaction $v$ is then weaker than $1/s$ inside the hole, and the computed exchange energy is not negative enough.

The worked example is a cubic crystal with lattice constant $a=6$~bohr and potential $-V_0[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]$, with $V_0=0.5$~hartree. One band is filled, so $n=1$, and the gap is $0.44$~hartree. The orbitals are eigenstates of this potential and not of a self-consistent Hartree--Fock problem. The exchange energy is evaluated with them. Its limit for the infinite crystal, obtained from the density matrix in real space, is $E_x=-0.606866$~hartree, or $-16.51$~eV, per cell, and the hole has $\langle s^2\rangle=5.4535$~bohr$^2$.

On an $N\times N\times N$ mesh the supercell is a cube with edge $Na$. The leading error is $C/(Na)$, with $C/a=2.8373/6=0.47288$~hartree. The form $\sum_{ab}D_{ab}s_as_b$ vanishes for a cubic supercell, because cubic symmetry makes $D$ a multiple of the unit matrix and its trace is zero. For $N=8$ the edge is $48$~bohr, and \eqref{eq:main} gives
\begin{equation}
\frac{0.47288}{8}-\frac{2\pi(5.4535)}{3(48)^3}=0.05911-0.00010=0.05901\ \text{hartree}.
\label{eq:n8}
\end{equation}
The explicit momentum sum gives $E_{\rm omit}=-0.547859$~hartree, which lies above the limit by $0.05901$~hartree. This is $1.61$~eV, or $9.7$ per cent of $|E_x|$. The other meshes are listed here, in hartree per cell. The column ``rest'' is the error minus its leading term, and the last column is $-2\pi n\langle s^2\rangle/(3V)$.
\begin{center}
\begin{tabular}{ccccc}
$N$ & error & leading & rest & predicted rest\\
2 & 0.22748 & 0.23644 & $-0.00896$ & $-0.00661$\\
3 & 0.15581 & 0.15763 & $-0.00182$ & $-0.00196$\\
4 & 0.11738 & 0.11822 & $-0.00084$ & $-0.00083$\\
6 & 0.07857 & 0.07881 & $-0.00025$ & $-0.00024$\\
8 & 0.05901 & 0.05911 & $-0.00010$ & $-0.00010$
\end{tabular}
\end{center}
From $N=4$ on, the rest agrees with its predicted value to within $2$ per cent. At $N=2$ it is about a third larger in size than predicted, and at $N=3$ somewhat smaller. The supercell is then only two or three cells wide, and the terms dropped from \eqref{eq:main} are no longer negligible. They include the exponentially small cross terms between the density matrix and its displaced copies in \eqref{eq:fold}, and the quartic terms. The calculation does not separate the two. Moving the mesh by half a step at $N=4$ changes the energy by $2\times10^{-5}$~hartree, which is $0.02$ per cent of the error on that mesh. An offset is therefore no cure.

Between $N=4$ and $N=8$ the local exponent of the error in $N_k$ is $-0.3307$, slightly weaker than $-1/3$. The reason is the rest: it is negative, and it lowers the error by a larger fraction on the coarser mesh. The practical cost follows from the leading term. To bring the error below one per cent of $|E_x|$, that is below $0.00607$~hartree, $N$ must exceed $0.47288/0.00607\approx78$, which means nearly half a million $k$-points.

The law also supplies its own remedy. Adding $n\xi$ to $E_{\rm omit}$ removes the leading error and leaves
\begin{equation}
E_{\rm omit}+n\xi-E_x=O(N_k^{-1}).
\label{eq:corr}
\end{equation}
In the momentum sum this amounts to giving the singular factor $4\pi/Q^2$ at $\mathbf Q=0$ the finite value $-\xi V$, since $-V^{-1}(-\xi V)F_N(0)=n\xi$. In the example the corrected error at $N=4$ is $-0.00084$~hartree, where the uncorrected one was $0.11738$~hartree.

The factor $n$ deserves a case of its own. Double the cell along $x$, make the two wells in it unequal by adding $-V_1\cos(2\pi x/2a)$ with $V_1=0.1$~hartree, and fill two bands. The gap is then $0.28$~hartree. A $4\times8\times8$ mesh has a cubic supercell with edge $48$~bohr, and the leading error is $2(2.8373)/48=0.11822$~hartree per doubled cell. With the second term of \eqref{eq:main} it becomes $0.11801$~hartree, and the explicit sum gives the same value. The primitive cell is not a cube here, yet the cubic Madelung constant applies, because it is the shape of the supercell that counts. Per electron, the error agrees with that of the one-band crystal in the same supercell to the digits shown.

The statement that the error decays as $N_k^{-1/3}$ presupposes that the shape of the supercell is kept while the mesh is refined. The shape can even reverse the sign of the error. Take a supercell with a square base of edge $b$ and a height $c$ much larger than $b$. The charges then form sheets of charge density $\sigma=1/b^2$, a distance $c$ apart. Averaged over the base, the potential for $|z|<c/2$ is
\begin{equation}
\bar v(z)=-2\pi\sigma|z|+\frac{2\pi\sigma z^2}{c}+\frac{\pi\sigma c}{3}.
\label{eq:sheet}
\end{equation}
The first term is the field of the sheet, the second that of the background. The constant makes the average zero, since the first two terms average to $-\pi\sigma c/2$ and $+\pi\sigma c/6$. At the sheet this leaves $\pi c/(3b^2)$, which is positive and grows with $c$. The part of $v$ that varies along the base decays exponentially away from each sheet. Its contribution to $\xi$ therefore tends to a fixed number divided by $b$. For sufficiently large $c/b$ the first contribution wins, $\xi$ is positive, and omission makes the exchange energy too negative.

A ratio of four is already enough. For $c=4b$, \eqref{eq:ewald} gives $C=-0.4580$. The cubic crystal on a $4\times4\times16$ mesh has $V=256\times216=55296$~bohr$^3$ and $V^{1/3}=38.10$~bohr, so the leading error is $-0.4580/38.10=-0.01202$~hartree. The explicit sum gives $-0.01224$~hartree, and the term in $\langle s^2\rangle$ accounts for most of the difference. The form $D$ is not zero in this supercell, but the second moment of the hole is isotropic in a cubic crystal, so its average vanishes. This error is about six times smaller than that of the $6\times6\times6$ mesh, which has a similar number of points. The gain belongs to this particular ratio: the sheet term $\pi c/(3b^2)=4.19/b$ is almost cancelled by the negative contribution of the part that varies along the base, leaving $\xi=0.4580/(4^{1/3}b)=0.29/b$. Since $C$ changes continuously with the shape, it passes through zero at some ratio between one and four, and there the error is of order $1/N_k$ even without a correction.

So far the orbitals were fixed. In a self-consistent calculation the exchange operator has the kernel $-\gamma_N(\mathbf r,\mathbf r')\,v(\mathbf r-\mathbf r')$. To leading order $v$ differs from $1/s$ by the constant $\xi$, so the error of the operator is $-\xi\gamma_N$. Acting on an occupied orbital, $\gamma_N$ gives the orbital back, and acting on an empty one it gives zero. For a compact supercell, omission therefore raises the occupied levels by $|\xi|$ and leaves the empty ones in place, so the Hartree--Fock gap comes out too small by $|\xi|$. Occupied and empty orbitals are not mixed at this order. The leading error of the energy, $-n\xi$, is the same for every set of occupied orbitals whose exchange hole is small compared with the supercell. It therefore acts as a constant when the energy is minimized over the orbitals, and self-consistency does not alter it.

A hybrid functional that contains a fraction $\alpha$ of full-range exact exchange has $\alpha$ times the error in \eqref{eq:law}. If the exact exchange is instead restricted to the short-range interaction $\mathrm{erfc}(\omega s)/s$, its transform is the second part of \eqref{eq:split} with $\eta=\omega$. Nothing is singular, and the term at $\mathbf Q=0$ has the finite value $\pi/\omega^2$. Leaving it out would raise the energy per cell by $\alpha n\pi/(\omega^2V)$ relative to the same mesh with the term kept, which is of order $1/N_k$. With the term kept, the interaction is the sum of $\mathrm{erfc}(\omega|\mathbf s-\mathbf L|)/|\mathbf s-\mathbf L|$ over the images, as in \eqref{eq:ewaldv}. This expression is therefore the error with respect to the infinite crystal only when the supercell is large compared with $1/\omega$ as well as with the hole. The slow law belongs to the long range of the Coulomb interaction.

The gap was used to confine the hole. In a uniform electron gas with Fermi wave number $k_F$, the density matrix of one spin is
\begin{equation}
\gamma(s)=\frac{1}{8\pi^3}\int_{k<k_F}e^{i\mathbf k\cdot\mathbf s}\,d^3k
=\frac{\sin(k_Fs)-k_Fs\cos(k_Fs)}{2\pi^2s^3}.
\label{eq:heg}
\end{equation}
At large distance it falls as $s^{-2}$, and the hole as $s^{-4}$. The integral for $\langle s^2\rangle$ then grows linearly with its upper limit, so the second term of \eqref{eq:main} has no finite coefficient and the estimate of the remainder breaks down. Metals need a separate treatment of the Fermi surface. For insulators the conditions are a gap, a supercell that is large compared with the exchange hole, and a mesh refined at fixed shape. The numerical check printed below covers the cubic, elongated and two-band cases.

\section*{Calculated quantities}
\begin{verbatim}
cell edge a = 6.0 bohr, V0 = 0.50 hartree, 1 filled band
band gap = 0.4355 hartree
exact exchange per cell = -0.606866 hartree = -16.5137 eV
exchange-hole <r^2> = 5.4535 bohr^2
cubic Madelung constant C = 2.837297 (Ewald), 2.8373 (direct sum)
leading coefficient C/a = 0.472883 hartree
N x N x N meshes, energies in hartree per cell:
N  Nk   E_omit     error     leading   rest        predicted rest
2    8  -0.379382  0.227484  0.236441  -8.957e-03  -6.610e-03
3   27  -0.451055  0.155811  0.157628  -1.816e-03  -1.958e-03
4   64  -0.489486  0.117380  0.118221  -8.406e-04  -8.262e-04
6  216  -0.528298  0.078569  0.078814  -2.453e-04  -2.448e-04
8  512  -0.547859  0.059007  0.059110  -1.034e-04  -1.033e-04
local exponent in Nk, N = 4 to 8: -0.3307
error at N = 8: 1.6057 eV, 9.72 percent of exchange
change from half-step mesh offset, N = 4: 2.2e-05 hartree
1:1:4 supercell: C = -0.458005
mesh (3, 3, 12): error -0.016425, leading -0.016029, leading + rest -0.016519 hartree
mesh (4, 4, 16): error -0.012238, leading -0.012022, leading + rest -0.012228 hartree
two-band crystal: cell 12 x 6 x 6 bohr, V1 = 0.10 hartree, gap 0.2773 hartree
exact exchange -1.212391 hartree, <r^2> = 5.4837 bohr^2
mesh (2, 4, 4): error 0.234745, leading 0.236441, leading + rest 0.234780 hartree
mesh (4, 8, 8): error 0.118013, leading 0.118221, leading + rest 0.118013 hartree
\end{verbatim}
